# Heat carried by short phonon paths in the classical Debye model

In a classical Debye crystal whose phonon lifetimes vary as the inverse square of frequency, the fraction of the bulk lattice conductivity carried by phonons with mean free path no longer than $L$ is

$$
F(L)=\begin{cases}0, & L<L_{\min},\\[2pt] 1-\sqrt{L_{\min}/L}, & L\ge L_{\min}.\end{cases}
$$

Here $L_{\min}$ is the mean free path at the Debye cutoff, which is the shortest in the spectrum. Half of the heat is carried by paths up to $4L_{\min}$, but reaching 90 percent requires paths up to $100L_{\min}$. The slow approach to one comes from a few low-frequency modes that travel very far.

The model is an isotropic crystal with three acoustic branches of the same speed $v$. A mode of wave vector $\mathbf k$ has angular frequency $\omega=vk$, up to a largest wave number $k_D$ and cutoff $\omega_D=vk_D$. Its relaxation time is $\tau=A/\omega^2$ over the whole band, where $A$ depends on temperature but not on frequency, and has the unit s$^{-1}$. The mean free path is therefore

$$
\Lambda(\omega)=v\tau=\frac{vA}{\omega^2},\qquad L_{\min}=\Lambda(\omega_D)=\frac{vA}{\omega_D^2}.
$$

To find what each mode contributes to the heat current, let the temperature vary slowly along $x$. In a steady state the number of phonons in a mode changes by drift and by collisions, and the two must balance. In the relaxation-time approximation, collisions return the occupation $n$ to its local equilibrium value $n_0=1/(e^{\hbar\omega/k_BT}-1)$ at the rate $1/\tau$:

$$
v_x\frac{\partial n}{\partial x}=-\frac{n-n_0}{\tau}.
$$

If the temperature changes little over one mean free path, $n$ on the left may be replaced by $n_0$, which depends on position through $T(x)$. Because paths grow without limit at low frequency, the bulk conductivity is defined in the limit of a vanishing gradient. To first order in the gradient,

$$
n-n_0=-\tau v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}.
$$

The heat flux is the sum of energy times velocity times occupation, divided by the volume $V$. The equilibrium part drops out because modes with $v_x$ and $-v_x$ cancel. What remains is

$$
q_x=\frac1V\sum_{\text{modes}}\hbar\omega\,v_x(n-n_0)=-\left[\frac1V\sum_{\text{modes}}C\,v_x^2\,\tau\right]\frac{dT}{dx},\qquad C=\hbar\omega\frac{\partial n_0}{\partial T}.
$$

Fourier's law is $q_x=-\kappa\,dT/dx$, so the bracket is the conductivity $\kappa$. In an isotropic crystal the average of $v_x^2$ over directions is $v^2/3$, since the three squared components are equal on average and add up to $v^2$. A mode thus contributes its heat capacity times the diffusivity $v^2\tau/3$.

The heat capacity follows by differentiating $n_0$. With $u=\hbar\omega/k_BT$ and $du/dT=-u/T$,

$$
C=k_B\frac{u^2e^u}{(e^u-1)^2}=k_B\left(\frac{u/2}{\sinh(u/2)}\right)^2=k_B\left(1-\frac{u^2}{12}+\dots\right).
$$

The second form uses $e^u-1=2e^{u/2}\sinh(u/2)$. The classical model keeps the leading term, $C=k_B$, which requires $\hbar\omega_D$ to be well below $k_BT$.

It remains to count modes. In a large periodic volume the allowed wave vectors have density $V/(2\pi)^3$, and a shell of radius $k$ has volume $4\pi k^2dk$. Three branches therefore give $3k^2dk/(2\pi^2)$ modes per unit volume. With $k=\omega/v$, the density in frequency is

$$
g(\omega)=\frac{3\omega^2}{2\pi^2v^3}.
$$

Each branch has one mode per primitive cell. If $n_c$ is the number of cells per unit volume, then $k_D^3/(6\pi^2)=n_c$, so $k_D=(6\pi^2n_c)^{1/3}$.

The contribution to $\kappa$ per unit frequency is now

$$
\frac{d\kappa}{d\omega}=\frac13\,g(\omega)\,k_B\,v^2\,\tau
=\frac13\cdot\frac{3\omega^2}{2\pi^2v^3}\cdot k_Bv^2\cdot\frac{A}{\omega^2}
=\frac{k_BA}{2\pi^2v}.
$$

The frequency has cancelled. High-frequency modes are more numerous in proportion to $\omega^2$, but their lifetimes are shorter by the same factor, so equal intervals of frequency carry equal heat. Integration from zero to $\omega_D=vk_D$ gives

$$
\kappa=\frac{k_BA\,\omega_D}{2\pi^2v}=\frac{k_BA\,k_D}{2\pi^2}.
$$

The path falls as frequency rises, so the modes with $\Lambda\le L$ lie at the top of the band. The condition $vA/\omega^2\le L$ means

$$
\omega\ge\omega_L=\sqrt{\frac{vA}{L}}=\omega_D\sqrt{\frac{L_{\min}}{L}}.
$$

For $L<L_{\min}$ this threshold lies above the cutoff and no mode qualifies. Otherwise the flat spectrum makes the share equal to the fraction of the frequency band above the threshold,

$$
F(L)=\frac{\omega_D-\omega_L}{\omega_D}=1-\sqrt{\frac{L_{\min}}{L}},
$$

which is the stated result. Solving for the length gives $L=L_{\min}/(1-F)^2$. Reducing the remaining heat by a factor of ten requires a length one hundred times greater.

A single average path hides this breadth. The total heat capacity per volume is $C_V=3n_ck_B=k_Bk_D^3/(2\pi^2)$. If one writes $\kappa=C_Vv\bar\Lambda/3$ with one path for all modes, the expression for $\kappa$ requires

$$
\bar\Lambda=\frac{3\kappa}{C_Vv}=\frac{3A}{vk_D^2}=3L_{\min}.
$$

This is the path averaged over modes. Yet paths up to $3L_{\min}$ carry just $1-1/\sqrt3=0.42$ of the heat. If paths are instead weighted by the heat they carry, the average is $\int L\,(dF/dL)\,dL$ with $dF/dL=\tfrac12L_{\min}^{1/2}L^{-3/2}$. It grows as the square root of the upper limit and has no finite value in an unbounded crystal, although $\kappa$ itself is finite.

The square root depends on the lifetime law. Suppose that $\tau\propto\omega^{-p}$ with $p>0$, and let $x=\omega/\omega_D$. Then $\Lambda=L_{\min}^{(p)}x^{-p}$, where $L_{\min}^{(p)}$ is the new path at cutoff, and the heat carried per unit $x$ is proportional to $x^2x^{-p}$. Modes with $\Lambda\le L$ have $x\ge x_L=(L_{\min}^{(p)}/L)^{1/p}$, so for $p<3$ and $L\ge L_{\min}^{(p)}$

$$
F_p(L)=\frac{\int_{x_L}^1x^{2-p}dx}{\int_0^1x^{2-p}dx}=1-x_L^{3-p}=1-\left(\frac{L_{\min}^{(p)}}{L}\right)^{(3-p)/p}.
$$

For $p=2$ the exponent is one half. For $p\ge3$ the lower integral diverges at zero frequency, and the bulk conductivity of this model does not exist. To compare exponents at the same $\kappa$, note that $\kappa=(C_Vv/3)\int_0^1 3x^2\Lambda\,dx=C_VvL_{\min}^{(p)}/(3-p)$. Holding $\kappa$, $C_V$ and $v$ fixed thus gives $L_{\min}^{(p)}=(3-p)L_{\min}$, where $L_{\min}$ without a superscript belongs to $p=2$.

For an example near room temperature, the classical limit calls for a soft crystal of heavy atoms, and lead telluride is such a case. Rough values are a lattice constant of 0.65 nm, a mean sound speed of 1800 m/s and a lattice conductivity of 2 W/(m K) at 300 K. Its face-centred cubic lattice has four primitive cells per cube, so

$$
n_c=\frac{4}{(0.65\ \text{nm})^3}=1.457\times10^{28}\ \text{m}^{-3},\qquad k_D=(6\pi^2n_c)^{1/3}=9.52\ \text{nm}^{-1}.
$$

The cutoff is $\omega_D=vk_D=1.713\times10^{13}$ rad/s. It corresponds to a Debye temperature $\hbar\omega_D/k_B=131$ K, well below 300 K. The conductivity fixes the lifetime coefficient:

$$
A=\frac{2\pi^2\kappa}{k_Bk_D}=3.00\times10^{14}\ \text{s}^{-1},\qquad
\tau(\omega_D)=\frac{A}{\omega_D^2}=1.02\ \text{ps}.
$$

Hence $L_{\min}=1800\ \text{m/s}\times1.02\ \text{ps}=1.84$ nm. The model places half of the heat below $4L_{\min}=7.4$ nm, 80 percent below $25L_{\min}=46$ nm and 90 percent below $100L_{\min}=184$ nm. At cutoff the wavelength is 0.66 nm and $\omega_D\tau=17.5$, so even the shortest-lived mode oscillates nearly three times before it decays. The picture of travelling phonons is acceptable there, but not by a wide margin.

If $A$ is proportional to $1/T$ while the speed and cell size stay fixed, $L_{\min}$ at 600 K is 0.92 nm. Every length in the distribution is then halved, as is $\kappa$, while $F$ keeps its form as a function of $L/L_{\min}$. The path at cutoff then comes close to the wavelength, and the kinetic description of those modes weakens.

The function $F$ sorts the heat in a bulk crystal; it does not give the conductivity of a grain of size $L$. A simple model of a grain of size $D$ adds the boundary rate $v/D$ to the intrinsic rate of each mode. The new path $\Lambda_D$ obeys $1/\Lambda_D=1/\Lambda+1/D$, so each contribution is multiplied by $1/(1+\Lambda/D)$. With $a=\sqrt{L_{\min}/D}$ we have $\Lambda/D=a^2/x^2$, and the flat spectrum gives

$$
\frac{\kappa_D}{\kappa}=\int_0^1\frac{x^2}{x^2+a^2}\,dx
=\int_0^1\left(1-\frac{a^2}{x^2+a^2}\right)dx=1-a\arctan\frac1a.
$$

For large grains $\arctan(1/a)\approx\pi/2$, and the loss is $\pi a/2$, whereas $1-F(D)=a$. The grain loses more than $F$ suggests because boundaries also shorten paths that are smaller than $D$. This order holds while $\arctan(1/a)>1$, that is, for $D>L_{\min}\tan^2 1\approx2.4L_{\min}$. In smaller grains the order reverses, because modes with $\Lambda>D$ still carry some heat. For $D\ll L_{\min}$, the expansion $\arctan(1/a)\approx1/a-1/(3a^3)$ gives $\kappa_D/\kappa\approx D/(3L_{\min})$, as expected when $D$ replaces the average path $3L_{\min}$.

For grains of 100 nm, $a=\sqrt{1.84/100}=0.136$. Then $F(D)=0.864$, but $\kappa_D/\kappa=0.805$, and the conductivity of the model falls from 2.0 to 1.61 W/(m K); this loss comes from the model's distribution of paths and is not a prediction for the real material. The rate $v/D$ is a rough description of boundaries that let every phonon through and randomize its forward direction. If boundaries also send phonons back, the conductivity is lower.

The neglected effects can be compared by the share of heat below one fixed length, 7.37 nm, where the simple model gives 0.500. Unless stated otherwise, $\kappa$ is held at 2 W/(m K) by rescaling all lifetimes together.

The quantum heat capacity matters little. At cutoff $u=131/300=0.44$, and the heat capacity is 0.984 of its classical value. With $A$ held, $\kappa$ changes by about half a percent. With $\kappa$ held, midpoint integration over wave number gives a share of 0.497.

Different branch speeds also have a modest effect. Take rough speeds of 3000 m/s for the longitudinal branch and 1600 m/s for the two transverse ones, with the same $A$ and $k_D$. The formula $\kappa=k_BAk_D/(2\pi^2)$ contains no speed, so each branch carries one third of the heat. Branch $b$, with speed $v_b$, has its shortest path at $A/(v_bk_D^2)=L_{\min}v/v_b$. Averaging the three cumulative functions gives

$$
F=1-\frac12\cdot\frac13\left(\sqrt{\frac{1800}{3000}}+2\sqrt{\frac{1800}{1600}}\right)=0.517.
$$

The bending of the dispersion curve is far more important. Keep the sound speed at long wavelengths, but let the group velocity vanish at $k_D$:

$$
\omega=\frac{2vk_D}{\pi}\sin\theta,\qquad v_g=\frac{d\omega}{dk}=v\cos\theta,\qquad \theta=\frac{\pi k}{2k_D}.
$$

The heat per unit wave number is proportional to $k^2v_g^2/\omega^2$, hence to $\theta^2\cot^2\theta$, in place of a constant. Relative to the straight dispersion at the same $A$, the conductivity is

$$
\frac2\pi\int_0^{\pi/2}\theta^2\cot^2\theta\,d\theta=2\ln2-\frac{\pi^2}{12}\approx0.56.
$$

To evaluate the integral, write $\cot^2\theta=\csc^2\theta-1$ and integrate the first part by parts. Its boundary terms vanish, leaving $2\int_0^{\pi/2}\theta\cot\theta\,d\theta=-2\int_0^{\pi/2}\ln\sin\theta\,d\theta=\pi\ln2$; the second part gives $-\pi^3/24$. Restoring $\kappa$ therefore requires lifetimes longer by a factor of about 1.8. Two things lower the share. The slow modes near $k_D$ carry little heat, so the weight moves to smaller wave numbers; at the same $A$ each path is in fact shorter than before, and the share below 7.37 nm is 0.26. The longer lifetimes needed to restore $\kappa$ then lengthen all paths by the factor 1.8. Midpoint integration gives a share of 0.137 below 7.37 nm, instead of 0.500.

Optical modes act in the opposite direction. If they carry an assumed 20 percent of the heat, all on paths shorter than 7.37 nm, the acoustic part of $\kappa$ and its $L_{\min}$ both fall by the factor 0.8. The share becomes $0.2+0.8(1-\sqrt{0.8/4})=0.642$. A change of 0.2 in the lifetime exponent has a smaller effect: the formula for $F_p$ gives $1-(1.2/4)^{2/3}=0.552$ for $p=1.8$, and 0.443 for $p=2.2$. Larger changes matter more: the same formula gives 0.75 for $p=1$ and 0.34 for $p=2.5$, and the share tends to zero as $p\to3$.

Point defects scatter at a rate proportional to $\omega^4$ in the long-wave limit. Let this rate equal the intrinsic one at cutoff and hold $A$ fixed, so that $\kappa$ may fall. The flat spectrum is then multiplied by $1/(1+x^2)$, and $\kappa$ is reduced by the factor $\int_0^1dx/(1+x^2)=\pi/4=0.785$. The path becomes $L_{\min}/[x^2(1+x^2)]$. It equals $4L_{\min}$ when $x^4+x^2=1/4$, or $x=0.455$, and the share below that length is $1-\arctan(0.455)/(\pi/4)=0.456$.

For real lead telluride, then, the classical heat capacity is a sound approximation at 300 K, while the straight dispersion is not. The sine-shaped curve, which is that of a monatomic chain, moves the share from 0.50 to 0.14; a less strongly bent branch moves it less, and optical modes move it upward, so 7.4 nm is a length of this model and not a reliable median for the material. Published first-principles calculations for lead telluride place most of the heat at 300 K on paths below about 10 nm, a narrower distribution than the simple law gives. The relaxation-time approximation also treats every collision as a loss of heat current, although some phonon collisions conserve crystal momentum. A choice of grain size to lower the conductivity should therefore rest on the material's calculated dispersion and mode lifetimes, and on how its grain boundaries scatter phonons. The simple law shows why such a choice involves a wide range of lengths: when equal frequency intervals carry equal heat and paths vary as $\omega^{-2}$, the heat left to paths longer than $L$ falls only as $L^{-1/2}$.
